# The 5/6 in the Lamb-shift matching: a referee's comment

**The argument under review.** The note computes the one-loop self-energy shift of the hydrogen 2S level in two parts. The relativistic part comes from the electron form factors, made infrared finite by a photon mass \(\lambda\). The nonrelativistic part sums over massless photons of energy below a cutoff \(K\). The note joins the two by observing that a massive photon gives the soft integral \(\ln(2K/\lambda)\), which vanishes at \(\lambda=2K\). It therefore replaces \(\lambda\) by \(2K\). The questions for review are whether the step is allowed and, if it is not, how many MHz it costs.

Conventions: \(\hbar=c=1\), \(e^2=4\pi\alpha\), metric \((+,-,-,-)\), a point nucleus of infinite mass, \(V=-Z\alpha/r\), and order \(\alpha(Z\alpha)^4m\). At this order the loop of vacuum polarization contains no photon, so its shift does not depend on \(\lambda\), and it is left out.

## 1. The form factors, which the note has right

The photon mass is defined by the propagator \(-ig_{\nu\rho}/(k^2-\lambda^2)\). I work in \(D=4-2\epsilon\) dimensions because section 5 needs them. With \(q=p'-p\), \(k'=k+q\), vertices \(-ie\gamma^\nu\) and electron lines \(i(\not k+m)/(k^2-m^2)\), the factors multiply to \((-i)(-ie)^2i^2=-ie^2\):
\[
\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^Dk}{(2\pi)^D}\frac{\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu}{(k^2-m^2)(k'^2-m^2)((k-p)^2-\lambda^2)} .
\]
Combine the denominators by \(1/abc=2\int dx\,dy\,dz\,\delta(1-x-y-z)/(xa+yb+zc)^3\), and set \(w=x+y=1-z\). The sum is \(k^2+2k\cdot(yq-zp)+yq^2+zm^2-wm^2-z\lambda^2\). Put \(l=k+yq-zp\). Since \(p'^2=p^2\) gives \(2p\cdot q=-q^2\), one has \((yq-zp)^2=y(y+z)q^2+z^2m^2\). The sum is therefore \(l^2-\Delta\), and with \(y(y+z-1)=-xy\) and \(z^2-z+w=w^2\),
\[
\Delta=w^2m^2-xy\,q^2+z\lambda^2 .
\]
Anticommuting \(\gamma^\nu\) through to \(\gamma_\nu\), with \(\gamma^\nu\gamma_\nu=D\), gives \(\gamma^\nu\not a\gamma_\nu=(-2+2\epsilon)\not a\), \(\gamma^\nu\not a\not b\gamma_\nu=4a\cdot b-2\epsilon\not a\not b\) and \(\gamma^\nu\not a\not b\not c\gamma_\nu=-2\not c\not b\not a+2\epsilon\not a\not b\not c\). The numerator becomes
\[
N^\mu=-2\big[\not k\gamma^\mu\not k'+m^2\gamma^\mu-2m(k+k')^\mu\big]+2\epsilon(\not k'-m)\gamma^\mu(\not k-m).
\]
Terms odd in \(l\) integrate to zero. In the quadratic term \(l^al^b\to l^2g^{ab}/D\), and the one-matrix identity used twice gives \((D-2)^2l^2\gamma^\mu/D\). At \(l=0\), \(k=(1-x)p-yp'\) and \(k'=(1-y)p'-xp\). Between \(\bar u(p')\) and \(u(p)\), with \(P=p+p'\) and \(2p\cdot p'=2m^2-q^2\), the Dirac equation gives
\[
\not p\gamma^\mu\to2p^\mu-m\gamma^\mu,\quad \gamma^\mu\not p'\to2p'^\mu-m\gamma^\mu,\quad \not p'\gamma^\mu\not p\to m^2\gamma^\mu,
\]
\[
\not p\gamma^\mu\not p'=(2p^\mu-\gamma^\mu\not p)\not p'\to2mp^\mu-2p\cdot p'\gamma^\mu+m\gamma^\mu\not p'\to2mP^\mu+(q^2-3m^2)\gamma^\mu .
\]
Because \(\Delta\) is symmetric in \(x\leftrightarrow y\), the numerator may be symmetrized. Use \((1-x)(1-y)=z+xy\), \(s\equiv x(1-x)+y(1-y)=w-w^2+2xy\) and \(k+k'\to zP\). In the square bracket the coefficient of \(mP^\mu\) is \(2(z+xy)-s-2z=-zw\). The coefficient of \(m^2\gamma^\mu\) is \(-3(z+xy)+s+xy+1=1-2z-z^2\), and that of \(q^2\gamma^\mu\) is \((1-x)(1-y)\). In the \(\epsilon\) term, \((\not k-m)u=-(xm+y\not p')u\) and \(\bar u'(\not k'-m)=-\bar u'(ym+x\not p)\). Their product around \(\gamma^\mu\) reduces by the same rules to \(m(x^2+y^2+2xy)P^\mu+[m^2(xy-x^2-y^2-3xy)+xyq^2]\gamma^\mu=mw^2P^\mu+(xyq^2-w^2m^2)\gamma^\mu\). Finally \(i\sigma^{\mu\nu}q_\nu=-\tfrac12[\gamma^\mu,\not q]\to2m\gamma^\mu-P^\mu\), again by these rules, which eliminates \(P^\mu\). The \(l=0\) numerator is \(A\gamma^\mu+B\,i\sigma^{\mu\nu}q_\nu/2m\) with
\[
A=-2\big[(1-x)(1-y)q^2+(1-4z+z^2)m^2\big]+2\epsilon(w^2m^2+xyq^2),\qquad B=-4m^2zw-4\epsilon m^2w^2 .
\]
The Wick rotation \(l^0=il_E^0\), the solid angle \(\Omega_D=2\pi^{D/2}/\Gamma(D/2)\) and \(\int_0^\infty t^{a-1}dt/(t^2+\Delta)^3=\tfrac14\Gamma(\tfrac a2)\Gamma(3-\tfrac a2)\Delta^{a/2-3}\) give
\[
\int\!\frac{d^Dl}{(2\pi)^D}\frac{1}{(l^2-\Delta)^3}=\frac{-i\,\Gamma(1+\epsilon)}{2(4\pi)^{D/2}\Delta^{1+\epsilon}},\qquad
\int\!\frac{d^Dl}{(2\pi)^D}\frac{l^2}{(l^2-\Delta)^3}=\frac{iD\,\Gamma(\epsilon)}{4(4\pi)^{D/2}\Delta^{\epsilon}} .
\]
With \(\Gamma^\mu=F_1\gamma^\mu+F_2\,i\sigma^{\mu\nu}q_\nu/2m\) and the prefactor \(-2ie^2\),
\[
\delta F_1=\frac{e^2}{(4\pi)^{D/2}}\int\Big[\frac{(D-2)^2}{2}\frac{\Gamma(\epsilon)}{\Delta^{\epsilon}}-\frac{\Gamma(1+\epsilon)A}{\Delta^{1+\epsilon}}\Big],\qquad F_2=-\frac{e^2\Gamma(1+\epsilon)}{(4\pi)^{D/2}}\int\frac{B}{\Delta^{1+\epsilon}} .
\]
The external-leg factors do not depend on \(q^2\) and restore \(F_1(0)=1\), so they do not touch the slope. Differentiate at \(q^2=0\) with \(\partial\Delta/\partial q^2=-xy\) and \(\epsilon\Gamma(\epsilon)=\Gamma(1+\epsilon)\). Writing \(A=A_0+A_1q^2\) and \(\Delta_0=w^2m^2+z\lambda^2\),
\[
F_1'(0)=\frac{e^2\Gamma(1+\epsilon)}{(4\pi)^{D/2}}\int\Big[\frac{\tfrac12(D-2)^2xy-A_1}{\Delta_0^{1+\epsilon}}-\frac{(1+\epsilon)A_0\,xy}{\Delta_0^{2+\epsilon}}\Big].\tag{1}
\]
Set \(\epsilon=0\) and \(m=1\), so that \(e^2/16\pi^2=\alpha/4\pi\). At fixed \(w\), \(\int_0^w xy\,dx=w^3/6\) and \(\int_0^w(z+xy)dx=w-w^2+w^3/6\), while \(1-4z+z^2=-2+2w+w^2\). Then
\[
F_1'(0)=\frac{\alpha}{2\pi}\int_0^1\!dw\Big[\frac{w-w^2+w^3/3}{\Delta_0}+\frac{(-2+2w+w^2)w^3}{6\Delta_0^2}\Big].\tag{2}
\]
Two terms behave as \(1/w\) at \(\lambda=0\), namely \(w/\Delta_0\) and \(-w^3/3\Delta_0^2\). The mass matters for \(w\sim\lambda\ll1\), where \(z\to1\). There \(\int_0^1w\,dw/(w^2+\lambda^2)\to\ln(1/\lambda)\), and with \(t=w^2\), \(\tfrac12\int_0^1t\,dt/(t+\lambda^2)^2\to\ln(1/\lambda)-\tfrac12\). The remaining terms are regular at \(\lambda=0\): \(\int_0^1(-1+\tfrac w3+\tfrac13+\tfrac w6)dw=-\tfrac5{12}\). The sum is \(\tfrac23\ln(1/\lambda)+\tfrac16-\tfrac5{12}=\tfrac23[\ln(1/\lambda)-\tfrac38]\). For \(F_2\), \(-B/\Delta_0\to4z/w\) and \(\int dx=w\), so \(F_2(0)=(\alpha/4\pi)\int_0^14z\,dz\). For \(\lambda\ll m\),
\[
F_1'(0)=\frac{\alpha}{3\pi m^2}\Big[\ln\frac m\lambda-\frac38\Big],\qquad F_2(0)=\frac{\alpha}{2\pi}.
\]

A static potential couples to \(\Gamma^0\), with \(q^0=0\) and \(q^2=-\mathbf q^2\). Take \(u=\sqrt{E+m}\,(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/(E+m))\) and \(E'=E\). For slow electrons \(\bar u'\gamma^0u/2m\to1\), so \(\delta F_1\) contributes \(-F_1'(0)\mathbf q^2V(\mathbf q)\). For the Pauli term \(i\sigma^{0\nu}q_\nu=-\gamma^0\not q=\gamma^0\boldsymbol\gamma\cdot\mathbf q\), and \(u'^\dagger\boldsymbol\gamma\cdot\mathbf q\,u=\chi'^\dagger(\boldsymbol\sigma\cdot\mathbf q\,\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p'\,\boldsymbol\sigma\cdot\mathbf q)\chi\). Its spin-independent part is \(\mathbf q\cdot(\mathbf p-\mathbf p')=-\mathbf q^2\). The rest is a spin–orbit term, zero in an S state. Dividing by \((2m)^2\) gives \(-F_2\mathbf q^2/4m^2\). Since \(-\mathbf q^2V(\mathbf q)\) is the transform of \(\nabla^2V\),
\[
\delta V=\Big[F_1'(0)+\frac{F_2(0)}{4m^2}\Big]\nabla^2V=\frac{\alpha}{3\pi m^2}\Big[\ln\frac m\lambda-\frac38+\frac38\Big]\nabla^2V .
\]
With \(\nabla^2V=4\pi Z\alpha\,\delta^3(\mathbf r)\) and \(\psi=R\,Y_{00}\), \(\langle\nabla^2V\rangle=Z\alpha R(0)^2\), where \(R(0)^2=4(Z\alpha m)^3/n^3\). The natural unit is
\[
U=\frac{\alpha}{3\pi m^2}\langle\nabla^2V\rangle=\frac{4\alpha(Z\alpha)^4m}{3\pi n^3},
\]
and it vanishes for \(l>0\), where \(R(0)=0\). The form factors treat the electron as free between emission and absorption. That holds if every photon costs much more energy than the atomic excitation energies \(\Delta_n=E_n-E_0\), that is for \(\lambda\gg(Z\alpha)^2m\).

## 2. The objection

The two regulators remove different sets of photons, and agreement of the logarithms does not fix the constant between them. Choose \((Z\alpha)^2m\ll\lambda\ll K\ll m\) and split the massive-photon shift at \(|\mathbf k|=K\). Above \(K\) the mass changes \(\omega=\sqrt{\mathbf k^2+\lambda^2}\) by relative order \(\lambda^2/K^2\), so that piece is the one wanted for massless photons. To the same accuracy \(K\) is also an energy cutoff. The piece above \(K\) equals the form-factor result minus the contribution of massive photons below \(K\), and the note has not computed the latter.

Between conserved currents the propagator gives \((\mathbf J'\cdot\mathbf J-J_0'J_0)/(k_0^2-\omega^2)\). Split \(\mathbf J'\cdot\mathbf J=T+L\), where \(L=(\hat{\mathbf k}\cdot\mathbf J')(\hat{\mathbf k}\cdot\mathbf J)\). Conservation, \(k_0J_0=\mathbf k\cdot\mathbf J\), means \(L=k_0^2J_0'J_0/\mathbf k^2\). Insert the identity \(k_0^2-\mathbf k^2=(\lambda^2/\omega^2)k_0^2+(\mathbf k^2/\omega^2)(k_0^2-\omega^2)\), which holds because \(\lambda^2+\mathbf k^2=\omega^2\), into \(L-J_0'J_0=(k_0^2-\mathbf k^2)J_0'J_0/\mathbf k^2\):
\[
\frac{\mathbf J'\cdot\mathbf J-J_0'J_0}{k_0^2-\omega^2}=\frac{T+(\lambda^2/\omega^2)L}{k_0^2-\omega^2}+\frac{J_0'J_0}{\omega^2}.
\]
The last term is an instantaneous Yukawa interaction. Acting from the electron on itself it carries \(e^{i\mathbf k\cdot\mathbf r}e^{-i\mathbf k\cdot\mathbf r}=1\) and is the same in every state. The first term describes oscillators of frequency \(\omega\) with polarization tensor \(\delta_{ij}-\hat k_i\hat k_j+(\lambda^2/\omega^2)\hat k_i\hat k_j\), that is two transverse modes and a longitudinal one. With \(\overline{\hat k_i\hat k_j}=\delta_{ij}/3\) its angular average is \(\tfrac23(1+\lambda^2/2\omega^2)\delta_{ij}\).

For \(K\ll m\) the coupling is \(-(e/m)\mathbf p\cdot\mathbf A\), and the \(\mathbf A^2\) term is again the same in every state. The spin coupling, proportional to \(\mathbf k/m\), changes the state-dependent shift only by powers of \(K/m\) and is left out. I use the dipole approximation. It drops \(\mathbf p\cdot\mathbf k/m\) and \(\mathbf k^2/2m\) against \(\omega\) in the intermediate energy, terms smaller by the electron velocity and by \(K/m\). It also drops the \(\mathbf k/2\) that stands beside \(\mathbf p\) in the longitudinal coupling. That term affects the state-dependent shift only together with the recoil, again at relative order \(K/m\). With \(\mathbf p_n=\langle n|\mathbf p|0\rangle\), second-order perturbation theory gives
\[
-\frac{e^2}{m^2}\int\!\frac{d^3k}{(2\pi)^32\omega}\,\frac23\Big(1+\frac{\lambda^2}{2\omega^2}\Big)\sum_n\frac{|\mathbf p_n|^2}{\omega+\Delta_n}.
\]
A free electron has the same expression with \(\Delta_n=0\). It is proportional to \(\mathbf p^2\) and is part of the observed mass, so it is subtracted: \(-1/(\omega+\Delta)+1/\omega=\Delta/\omega(\omega+\Delta)\). The prefactor is \(4\pi\alpha\cdot4\pi/(16\pi^3)\cdot\tfrac23=2\alpha/3\pi\). The sum rule follows from \([p_i,[H,p_i]]=2p_iHp_i-p^2H-Hp^2\) on one side and from \([H,p_i]=i\partial_iV\), \([p_i,i\partial_iV]=\nabla^2V\) on the other:
\[
D_0\equiv\sum_n|\mathbf p_n|^2\Delta_n=\tfrac12\langle\nabla^2V\rangle .
\]
Hence \((2\alpha/3\pi m^2)D_0=U\). Let \(\langle\cdots\rangle\) average over levels with weights \(|\mathbf p_n|^2\Delta_n/D_0\). Then
\[
\Delta E_{<K}(\lambda)=U\Big\langle\int_0^K\!\frac{k^2dk}{\omega^2(\omega+\Delta)}\Big(1+\frac{\lambda^2}{2\omega^2}\Big)\Big\rangle.\tag{3}
\]
For \(\Delta\ll\lambda\) drop \(\Delta\) and put \(k=\lambda\sinh\theta\), \(\omega=\lambda\cosh\theta\), with upper limit \(\theta_K=\operatorname{arsinh}(K/\lambda)\to\ln(2K/\lambda)\):
\[
\text{transverse: }\int_0^{\theta_K}\!\tanh^2\theta\,d\theta=\theta_K-\tanh\theta_K\to\ln\frac{2K}\lambda-1,
\]
\[
\text{longitudinal: }\frac12\int_0^{\theta_K}\!\frac{\sinh^2\theta}{\cosh^4\theta}d\theta=\frac16\tanh^3\theta_K\to\frac16 .
\]
The factor 2 of the note is the one in \(\theta_K\). The note has kept the upper limit and dropped the rest of the integral, which is \(-1+\tfrac16=-\tfrac56\). Subtraction from the \(F_1\) term removes \(\lambda\):
\[
\text{High}(K)=U\Big[\ln\frac m\lambda-\frac38\Big]-U\Big[\ln\frac{2K}\lambda-\frac56\Big]=U\Big[\ln\frac m{2K}+\frac{11}{24}\Big].\tag{4}
\]
The correct rule is \(\ln\lambda\to\ln2K-\tfrac56\), or \(\lambda\to2Ke^{-5/6}=0.8692\,K\). The equivalent mass lies below \(K\), and \(\lambda=2K\) removes too many photons.

## 3. Dropping Δ on a spectrum with no upper end

The Coulomb continuum contains levels with \(\Delta>\lambda\), so the step after (3) needs a size. Use atomic units and \(Z=1\). From \((H-E_0)\nabla\psi=[H,\nabla]\psi=-(\nabla V)\psi\), with \(\nabla V=\hat{\mathbf r}/r^2\), the weight is \(|\langle n|\nabla V|0\rangle|^2/\Delta_n\). For a fast final electron of momentum \(\kappa\), the energy-normalized P wave is \(\sqrt{2\kappa/\pi}\,r\,j_1(\kappa r)\), and small \(r\) dominates. The matrix element is \(\sqrt{2\kappa/\pi}\,R(0)\int_0^\infty j_1(\kappa r)dr=\sqrt{2/\pi\kappa}\,R(0)\), because \(j_1=-j_0'\). With \(\Delta\simeq\kappa^2/2\) the weight per unit energy falls as \(\kappa^{-3}\propto\Delta^{-3/2}\). The neglected term is a function \(g(\Delta/\lambda)\), linear at small argument and logarithmic at large argument, so \(\int\Delta^{-3/2}g(\Delta/\lambda)\,d\Delta\) converges at both ends and scales as \(\lambda^{-1/2}\). On the 2S spectrum of this dipole model the neglected term, in units of \(U\), is \(5.273\times10^{-3}\) at \(\lambda=10^6\) hartree and \(5.294\times10^{-4}\) at \(10^8\) hartree, a ratio close to ten. Both masses exceed \(m=18779\) hartree and serve only to show the power law; the term is a few hundredths at \(\lambda=m\) and larger still for \(\lambda\ll m\). Its order is \([(Z\alpha)^2m/\lambda]^{1/2}\), proportional to \(Z\alpha\) at fixed \(\lambda/m\). It belongs to the next order of the expansion and does not alter the constant in (4). The matching is a statement about the leading term as \(Z\alpha\to0\), and it loses meaning when \(Z\alpha\) is not small.

## 4. A second slip: transverse modes alone

A subtler slip than \(\lambda=2K\) keeps a constant but takes 1 in place of \(\tfrac56\). Section 2 shows that 1 is what the transverse modes give alone, with equivalent mass \(2Ke^{-1}=0.7358\,K\). The two errors have opposite signs. Writing \(\ln\lambda=\ln2K-c\), the \(F_1\) bracket is \(\ln(m/2K)+c-\tfrac38\), and the error is \((c-\tfrac56)U\). It is \(-\tfrac56U\) for \(c=0\) and \(+\tfrac16U\) for \(c=1\).

Omitting the longitudinal mode looks harmless because its weight \(\lambda^2/\omega^2\) vanishes as \(\lambda\to0\) at fixed \(k\). Keeping \(\Delta\) in (3) for one level, the longitudinal term is \(\tfrac12\int_0^\infty\sinh^2\theta\,d\theta/[\cosh^3\theta(\cosh\theta+\Delta/\lambda)]\). For \(\lambda\ll\Delta\), with \(t=\sinh\theta\), it tends to \((\lambda/2\Delta)\int_0^\infty t^2dt/(1+t^2)^2=\pi\lambda/8\Delta\), and quadrature gives \(3.9269\times10^{-7}\) at \(\Delta/\lambda=10^6\). In that order of limits the mode does decouple. The form factors require the opposite order, \(\lambda\gg\Delta\). There the region \(k\sim\lambda\) contributes a number independent of \(\lambda\), 0.166667 at \(\Delta/\lambda=10^{-6}\).

## 5. Two other roads to the constant

(a) Real soft emission. For an electron scattered from \(p\) to \(p'\), emission from the outgoing leg has the denominator \((p'+k)^2-m^2\simeq2p'\cdot k\) and the numerator \(\bar u'\gamma^\mu(\not p'+m)=2p'^\mu\bar u'\). The incoming leg has \((p-k)^2-m^2\simeq-2p\cdot k\). The photon couples to \(eJ^\mu\) with \(J^\mu=p'^\mu/p'\!\cdot k-p^\mu/p\cdot k\), and \(k\cdot J=0\), so the three polarizations sum to \(-J^2\). For \(p\) at rest and a small final velocity \(\mathbf v\), \(\mathbf J=\mathbf v/\omega\) and \(J^0=\mathbf k\cdot\mathbf v/\omega^2\). The angular average is \(-J^2=(v^2/\omega^2)(1-k^2/3\omega^2)=\tfrac23(v^2/\omega^2)(1+\lambda^2/2\omega^2)\). The emission probability \(e^2\int d^3k\,(-J^2)/[(2\pi)^32\omega]\) is then \((2\alpha/3\pi)v^2[\ln(2K/\lambda)-\tfrac56]\), with \(v^2=-q^2/m^2\). Soft virtual photons lower the elastic probability by the same amount. Their part of \(\delta F_1\) is therefore minus half of it, and their part of \(F_1'(0)\) is \((\alpha/3\pi m^2)[\ln(2K/\lambda)-\tfrac56]\), which is what (4) subtracts. No split into modes was used.

(b) No photon mass. Set \(\lambda=0\) and \(\epsilon<0\), which regulates the infrared, and repeat the subtraction. In (1), \(\Delta_0=w^2\), and \(\int_0^1w^{-1-2\epsilon}dw=-1/2\epsilon\). The two singular terms of (2) give \([1-(1+\epsilon)/3](-1/2\epsilon)=-1/3\epsilon+\tfrac16\), and the regular ones give \(-\tfrac5{12}\) again. The \(O(\epsilon)\) parts of \((D-2)^2\), \(A_0\) and \(A_1\) produce integrands proportional to \(w\) and drop out. With the prefactor \((\alpha/2\pi)(4\pi)^\epsilon\Gamma(1+\epsilon)m^{-2\epsilon}\) and \(\Gamma(1+\epsilon)=1-\gamma_E\epsilon\),
\[
F_1'(0)=\frac{\alpha}{3\pi m^2}\Big[-\frac1{2\epsilon}-\frac{\ln4\pi-\gamma_E}2+\ln m-\frac38\Big].
\]
In \(d=3-2\epsilon\) space dimensions the transverse average is \((d-1)/d\), and the sum rule is unchanged. Photons below \(K\), with \(\Delta\) dropped, contribute \((e^2/m^2)D_0\,\frac{d-1}d\frac{\Omega_d}{2(2\pi)^d}\int_0^Kk^{-1-2\epsilon}dk\), where the integral is \(-K^{-2\epsilon}/2\epsilon\). At \(d=3\) the prefactor is \(U\). To first order in \(\epsilon\), \((d-1)/d=\tfrac23(1-\epsilon/3)\), and \(\Omega_d/(2\pi)^d=2/[(4\pi)^{d/2}\Gamma(d/2)]\) acquires the factor \(1+\epsilon[\ln4\pi+\psi(\tfrac32)]\), where \(\psi(\tfrac32)=\psi(\tfrac12)+2=2-\gamma_E-2\ln2\). Minus this contribution is
\[
U\Big[\frac1{2\epsilon}+\frac12\Big(2-\frac13\Big)+\frac{\ln4\pi-\gamma_E}2-\ln2K\Big].
\]
Here \(\tfrac12(2-\tfrac13)=\tfrac56\). Adding the slope term cancels the pole and returns (4), with no longitudinal mode of a massive photon to count.

## 6. The cost in hydrogen 2S

For massless photons (3) gives \(U\langle\ln(1+K/\Delta)\rangle=U[\ln K-\langle\ln\Delta\rangle+\langle\ln(1+\Delta/K)\rangle]\). The operator \(\mathbf p\) connects 2S to P states with \(n\ge2\), so no \(\Delta\) is negative, and the degenerate 2P level has zero weight. The last term scales as \(K^{-1/2}\) by the argument of section 3 (\(5.629\times10^{-3}\) and \(5.653\times10^{-4}\) at \(10^6\) and \(10^8\) hartree), is of relative order \(Z\alpha\) at fixed \(K/m\), and is dropped. Define the Bethe logarithm by \(\ln k_0=\langle\ln[2\Delta/(Z\alpha)^2m]\rangle\). This form serves for \(n=1,2\); for \(n\ge3\) lower P levels have \(\Delta<0\), a case not treated here. Adding (4), the \(F_2\) term and the low part removes \(K\), since \(\ln(m/2K)+\ln K-\langle\ln\Delta\rangle=\ln(Z\alpha)^{-2}-\ln k_0\), and \(\tfrac{11}{24}+\tfrac38=\tfrac56\):
\[
\Delta E(nS)=U\Big[\ln(Z\alpha)^{-2}-\ln k_0+\frac56\Big],\qquad n=1,2.
\]
The constants \(\mp\tfrac38\) from \(F_1\) and \(F_2\) cancel, so apart from \(\ln k_0\) the matching constant is the whole constant term of the S-state self-energy at this order. Vacuum polarization, left out here, adds its own constant.

The Bethe logarithm is obtained in atomic units from \(R=(1-r/2)e^{-r/2}/\sqrt2\), \(E_0=-\tfrac18\), \(\langle\nabla^2V\rangle=R(0)^2=0.5\) and \(D_0=0.25\). Let \(f(k)=\sum_n|\mathbf p_n|^2\Delta_n/(\Delta_n+k)\). Since \(\nabla\psi=R'\hat{\mathbf r}\,Y_{00}\) is a P wave with reduced radial function \(rR'\), and \((H-E_0)\nabla\psi\) has reduced radial function \(-R/r\), one has \(f(k)=\int_0^\infty rR'\chi\,dr\), where \((H_1-E_0+k)\chi=-R/r\) and \(H_1=-\tfrac12\partial_r^2+r^{-2}-r^{-1}\). The integral \(\int_0^\infty[(\Delta+k)^{-1}-(1+k)^{-1}]dk=-\ln\Delta\) then gives \(\langle\ln\Delta\rangle=-D_0^{-1}\int_0^\infty[f(k)-D_0/(1+k)]dk\). A Numerov solution of the radial equation yields \(\ln k_0=\ln2+\langle\ln\Delta\rangle=2.81177\), and a direct sum over bound and continuum levels agrees to these digits.

The bracket can be assembled from quadratures at \(\lambda/m=10^{-6}\), \(K/m=10^{-3}\), for which \(K=18.779\) hartree. This \(\lambda\) is below one hartree and outside the window for hydrogen. The choice is harmless because both terms of (4) are free-electron integrals that need \(\lambda\ll K\ll m\) alone, and the low part is taken in its leading form \(\ln K-\langle\ln\Delta\rangle\). At this \(K\) the dropped term \(\langle\ln(1+\Delta/K)\rangle\) is itself of order one, so the separate brackets are not the shifts from photons below and above \(K\) in hydrogen; only their sum has meaning, as the leading term in \(Z\alpha\). The slope bracket is \(13.8155-0.3750=13.4405\). The soft integrals are \(7.6009-1=6.6009\) and \(0.1667\), together \(6.7676\), the value that covariant emission also gives. Hence \(\text{High}/U=13.4405-6.7676=6.6729\), equal to \(6.2146+\tfrac{11}{24}\) and to the dimensional result. The low bracket is \(\ln18.779-2.81177+\ln2=0.8141\). The total \(6.6729+0.3750+0.8141\) and the closed form \(9.8405-2.8118+0.8333\) both give 7.862. The unit is
\[
\frac Uh=\frac{\alpha^5}{6\pi}\frac{mc^2}h=\frac{1.235590\times10^{20}\ \text{Hz}}{6\pi\,(137.035999)^5}=135.644\ \text{MHz},
\]
and the self-energy at this order is \(7.8621\times135.644=1066.4\) MHz.

The rule \(\lambda=2K\) errs by \(-\tfrac56\times135.644=-113.0\) MHz (\(-0.4675\ \mu\)eV). It gives 953.4 MHz, low by 10.6% of the leading-order self-energy. The transverse-only rule errs by \(+\tfrac16\times135.644=+22.6\) MHz (\(+0.0935\ \mu\)eV). It gives 1089 MHz, high by 2.1% of the same quantity. Neither error involves \(\ln k_0\). Since \(U=0\) for 2P, each passes in full into the 2S–2P interval. For 1S, \(R(0)^2=4\) is eight times larger, and the errors are \(-904.3\) and \(+180.9\) MHz. Rescaling \(|\psi(0)|^2\) to the reduced mass, \((\mu/m)^3=0.998368\), changes the 2S errors to \(-112.9\) and \(+22.6\) MHz, with other recoil effects not treated. The vertex algebra, the integrals and these numbers are checked by the program whose output follows.

**Recommendation.** The note should not stand in its present form. It needs the subtraction (4) in place of \(\lambda=2K\) and a statement of the order of limits \(\Delta\ll\lambda\ll K\).

## Numbers as computed

```
1/alpha = 137.035999
m c^2/h = 1.235590e+20 Hz
lam/m = 1e-06, K/m = 1e-03, K = 18.779 hartree
ln(m/lam) = 13.8155
F1 slope bracket = 13.4405 (alpha/3pi m^2)
F2(0) = 1.0000 (alpha/2pi)
static Pauli vertex = -0.2500 q^2/m^2
F2 bracket = 0.3750
ln(2K/lam) = 7.6009
transverse soft integral = 6.6009
longitudinal soft integral = 0.1667
sum of soft integrals = 6.7676
covariant soft emission (v = 1e-03) = 6.7676
matching constant, transverse only = 1.000000
matching constant, all modes = 0.833333
equivalent lam/K, all modes = 0.8692
equivalent lam/K, transverse only = 0.7358
longitudinal term at Delta/lam = 1e-6: 0.166667
longitudinal term at Delta/lam = 1e+6: 3.9269e-07
ln(m/2K) = 6.2146
High(K) bracket, photon mass = 6.6729
High(K) bracket, dim. reg. = 6.6729
dim. reg. finite parts: hard -0.375000, dipole 0.833333
<lap V>(2S) = 0.5000 a.u., <p^2> = 0.250000 a.u.
sum |p|^2 Delta (spectrum) = 0.250000 a.u.
ln k0(2S), radial equation = 2.81177
ln k0(2S), spectral sum = 2.81177
neglect of Delta, lam = 1e6, 1e8 hartree: 5.273e-03, 5.294e-04
neglect of Delta, K = 1e6, 1e8 hartree: 5.629e-03, 5.653e-04
low bracket ln K - <ln Delta> = 0.8141
ln alpha^-2 = 9.8405
total bracket, assembled = 7.8621
total bracket, closed form = 7.8621
U(2S) = 135.644 MHz
2S self-energy, correct = 1066.44 MHz
2S self-energy, lam = 2K = 953.40 MHz
2S self-energy, transverse only = 1089.05 MHz
error, lam = 2K = -113.04 MHz (-10.60 %)
error, transverse only = +22.61 MHz (+2.12 %)
errors in energy: -0.4675, +0.0935 micro-eV
(mu/m)^3 = 0.998368
errors with reduced mass: -112.85, +22.57 MHz
1S errors (n^-3 scaling): -904.3, +180.9 MHz
```
